\section*{The exchange potential of the relativistic electron gas from its energy}

\section{The energy to be differentiated}

\textbf{Q.} Before anyone differentiates the MacDonald--Vosko energy, I want to know which energy it is. What system, and what interaction?

\textbf{A.} The system is a uniform electron gas of number density $n$ at zero temperature, unpolarized, without net current, on a neutralizing background. All momentum states up to $k_F=(3\pi^2n)^{1/3}$ are filled with both spins. The interaction is the exchange of one photon, so the energy is of first order in the fine-structure constant. Correlation is left out.

For the derivation I set $\hbar=m=c=1$. Then $e^2$ is the fine-structure constant, $E_k=\sqrt{1+k^2}$, and the Fermi momentum is the number $\beta=\hbar k_F/(mc)$. I also write
\begin{equation}
\eta=\sqrt{1+\beta^2},\qquad s=\operatorname{arcsinh}\beta .
\end{equation}

\textbf{Q.} The filled negative-energy sea also exchanges photons with these electrons. Have you dropped it?

\textbf{A.} It is accounted for. The one-photon energy is bilinear in the electron propagator, which is a vacuum part plus a part from the occupied states. Vacuum with vacuum is a constant. Vacuum with one occupied state is the self-energy of a free electron on its mass shell, which is absorbed when $m$ is taken as the measured mass. What remains is bilinear in the occupations. Its direct term is cancelled by the background and by the absence of current, and its exchange term is
\begin{equation}
e_x=-\frac12\int\!\!\int\frac{d^3k\,d^3q}{(2\pi)^6}\,4\pi e^2 g
=-\frac{e^2}{32\pi^5}\int\!\!\int d^3k\,d^3q\;g(\mathbf k,\mathbf q),
\label{ex}
\end{equation}
with both momenta inside the Fermi sphere. In Feynman gauge
\begin{equation}
g=\sum_{\text{spins}}\frac{|\rho|^2-|\mathbf j|^2}{\kappa^2-\omega^2},\qquad
\boldsymbol\kappa=\mathbf k-\mathbf q,\quad \omega=E_k-E_q ,
\end{equation}
where $\rho=u_k^\dagger u_q$ and $\mathbf j=u_k^\dagger\boldsymbol\alpha u_q$ are the transition charge and current, and $u^\dagger u=1$.

\textbf{Q.} Would Coulomb gauge give another energy?

\textbf{A.} No. The Dirac equation for the two spinors gives $\boldsymbol\kappa\cdot\mathbf j=\omega\rho$, so the part of $\mathbf j$ along $\boldsymbol\kappa$ has squared size $\omega^2|\rho|^2/\kappa^2$. With $\mathbf j_T$ the part perpendicular to $\boldsymbol\kappa$,
\begin{equation}
\frac{|\rho|^2-|\mathbf j|^2}{\kappa^2-\omega^2}
=\frac{|\rho|^2(1-\omega^2/\kappa^2)-|\mathbf j_T|^2}{\kappa^2-\omega^2}
=\frac{|\rho|^2}{\kappa^2}-\frac{|\mathbf j_T|^2}{\kappa^2-\omega^2}.
\label{gauge}
\end{equation}
The right side is the instantaneous Coulomb term plus the retarded transverse term.

\textbf{Q.} Then do the spin sums.

\textbf{A.} The projector on positive energy is $\Lambda_k=\frac12[1+(\boldsymbol\alpha\cdot\mathbf k+\gamma^0)/E_k]$. Products of two equal Dirac matrices have trace 4, and products of two different ones have trace zero, so
\begin{equation}
\sum|\rho|^2=\operatorname{Tr}\Lambda_k\Lambda_q=1+\frac{1+\mathbf k\cdot\mathbf q}{E_kE_q}.
\label{charge}
\end{equation}
For the current I need $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ (one term gives $+\alpha_j$, two give $-\alpha_j$) and $\sum_i\alpha_i\gamma^0\alpha_i=-3\gamma^0$. Hence
\begin{equation}
\sum|\mathbf j|^2=\sum_i\operatorname{Tr}\Lambda_k\alpha_i\Lambda_q\alpha_i
=3-\frac{3+\mathbf k\cdot\mathbf q}{E_kE_q}.
\end{equation}
Let $P=E_kE_q-\mathbf k\cdot\mathbf q$. The difference of the two sums is $-2+(4+2\mathbf k\cdot\mathbf q)/(E_kE_q)=(4-2P)/(E_kE_q)$. The denominator is $\kappa^2-\omega^2=k^2+q^2-E_k^2-E_q^2+2P=2(P-1)$. Therefore
\begin{equation}
g=\frac{2-P}{E_kE_q(P-1)}=\frac{1}{E_kE_q}\left[-1+\frac1{P-1}\right].
\label{g}
\end{equation}
At small momenta $2(P-1)\to\kappa^2$ and $g\to2/\kappa^2$: the Coulomb interaction, with the 2 from the spin sum.

\section{The double integral}

\textbf{Q.} The second term of $g$ is singular at $\mathbf k=\mathbf q$ and couples all the variables. How do you integrate it in closed form?

\textbf{A.} By rapidities. First the easy term, which factorizes. With $k=\sinh a$ we have $dk/E_k=da$, and
\begin{equation}
\int\frac{d^3k}{E_k}=4\pi\int_0^s\sinh^2a\,da=2\pi(\sinh s\cosh s-s)=2\pi D,\quad D=\beta\eta-s .
\end{equation}
The first term of $g$ thus contributes $-4\pi^2D^2$.

For the other term put $q=\sinh b$. The integral over both directions is
\begin{equation}
\int\!\!\int\frac{d\Omega_k\,d\Omega_q}{P-1}
=\frac{8\pi^2}{kq}\ln\frac{E_kE_q+kq-1}{E_kE_q-kq-1}=\frac{16\pi^2}{kq}L(a,b),
\end{equation}
\begin{equation}
L(a,b)=\ln\frac{\sinh\frac{a+b}2}{\left|\sinh\frac{a-b}2\right|},
\end{equation}
because $E_kE_q\pm kq=\cosh(a\pm b)$ and $\cosh z-1=2\sinh^2(z/2)$. Multiplying by $k^2q^2\,da\,db$ and integrating gives $8\pi^2X$ with
\begin{equation}
X=2\int_0^s\!\!\int_0^s\sinh a\,\sinh b\,L(a,b)\,da\,db .
\end{equation}

\textbf{Q.} That is still a double integral with a logarithm.

\textbf{A.} Differentiate it with respect to its upper limit. The integrand is symmetric, so the two edges contribute equally:
\begin{equation}
\frac{dX}{ds}=4\sinh s\int_0^s\sinh b\,L(s,b)\,db .
\end{equation}
Integrate by parts with $\cosh b-\cosh s$ as the antiderivative of $\sinh b$. At $b=0$ the logarithm is zero; at $b=s$ it diverges, but the linear zero of $\cosh b-\cosh s$ suppresses it. For the derivative of $L$,
\begin{equation}
\frac{\partial L}{\partial b}=\frac12\left[\coth\frac{s+b}2+\coth\frac{s-b}2\right]
=\frac{\sinh s}{2\sinh\frac{s+b}2\sinh\frac{s-b}2}=\frac{\sinh s}{\cosh s-\cosh b}.
\end{equation}
The denominator cancels the antiderivative, and
\begin{equation}
\int_0^s\sinh b\,L\,db=\int_0^s\sinh s\,db=s\sinh s,\qquad \frac{dX}{ds}=4s\sinh^2s .
\end{equation}
Now $dD/ds=\cosh2s-1=2\sinh^2s$, so $dX/ds=2s\,dD/ds$. Since $X$ and $D$ vanish at $s=0$, another integration by parts gives
\begin{align}
X&=2sD-2\int_0^s\left(\tfrac12\sinh2a-a\right)da=2sD-\beta^2+s^2\nonumber\\
&=2s\beta\eta-s^2-\beta^2=\beta^4-(\beta\eta-s)^2 .
\end{align}
The last form uses $\beta^2\eta^2=\beta^2+\beta^4$.

\textbf{Q.} And the energy?

\textbf{A.} The integral of $g$ is $8\pi^2X-4\pi^2D^2=8\pi^2(\beta^4-\frac32D^2)$. Equation (\ref{ex}) becomes
\begin{equation}
e_x=-\frac{e^2}{4\pi^3}\,\beta^4\Phi,\qquad
\Phi=1-\frac32\left[\frac{\beta\eta-\operatorname{arcsinh}\beta}{\beta^2}\right]^2 .
\label{phi}
\end{equation}
This is the MacDonald--Vosko factor. In hartree atomic units the prefactor is the nonrelativistic energy density $-k_F^4/(4\pi^3)$, with $\beta=k_F/c$ and $c=137.036$.

\section{The derivative}

\textbf{Q.} The potential of the nonrelativistic gas is $-k_F/\pi$. Why not multiply it by $\Phi$ and stop?

\textbf{A.} Because $\Phi$ itself depends on the density. The potential is $v_x=de_x/dn$. In atomic units $n=c^3\beta^3/(3\pi^2)$, so $dn=c^3\beta^2d\beta/\pi^2$, while $e_x=-c^4\beta^4\Phi/(4\pi^3)$. Dividing,
\begin{equation}
v_x=-\frac{c}{4\pi\beta^2}\frac{d(\beta^4\Phi)}{d\beta}=-\frac{k_F}{\pi}\Psi,\qquad
\Psi=\frac1{4\beta^3}\frac{d(\beta^4\Phi)}{d\beta}=\Phi+\frac\beta4\frac{d\Phi}{d\beta}.
\label{psidef}
\end{equation}
The last term is what your shortcut would lose.

\textbf{Q.} Carry it out.

\textbf{A.} From (\ref{phi}), $\beta^4\Phi=\beta^4-\frac32D^2$; the powers of $\beta$ under the bracket have cancelled. The derivative of $D$ is
\begin{equation}
\frac{dD}{d\beta}=\eta+\frac{\beta^2}{\eta}-\frac1\eta=\frac{1+\beta^2+\beta^2-1}{\eta}=\frac{2\beta^2}{\eta}.
\end{equation}
Hence
\begin{align}
\Psi&=\frac1{4\beta^3}\left[4\beta^3-3D\,\frac{2\beta^2}{\eta}\right]
=1-\frac32\,\frac{\beta\eta-\operatorname{arcsinh}\beta}{\beta\eta}\nonumber\\
&=-\frac12+\frac32\,\frac{\operatorname{arcsinh}\beta}{\beta\eta}.
\label{psi}
\end{align}

\textbf{Q.} Can I obtain this without differentiating a closed formula?

\textbf{A.} Yes. Adding electrons to the gas fills a thin shell at the Fermi surface. In (\ref{ex}) either momentum may lie in the shell, so the double integral changes by $2\cdot4\pi\beta^2d\beta\,G$, where $G=\int d^3q\,g(\mathbf k_F,\mathbf q)$. With $dn=\beta^2d\beta/\pi^2$,
\begin{equation}
v_x=-\frac{e^2}{32\pi^5}\,8\pi^3G=-\frac{e^2G}{4\pi^2},\qquad \Psi=\frac{G}{4\pi\beta}.
\label{surface}
\end{equation}
So $v_x$ is the first-order exchange shift of an electron at the Fermi surface. The numerical check evaluates this integral, and separately a finite difference of the integrated energy; both agree with (\ref{psi}).

\section{The expansion}

\textbf{Q.} I was told the factor is $1-\beta^2$. Your formula tends to $-\frac12$ at large $\beta$, and that one to minus infinity.

\textbf{A.} The expression $1-\beta^2$ is the beginning of a series, not an identity. Let $f=\operatorname{arcsinh}(\beta)/\eta$. Differentiation gives $f'=1/\eta^2-\beta f/\eta^2$, or
\begin{equation}
(1+\beta^2)f'+\beta f=1 .
\end{equation}
Insert $f=\sum_ja_j\beta^{2j+1}$. The constant term gives $a_0=1$. The coefficient of $\beta^{2j}$ gives $(2j+1)a_j+(2j-1)a_{j-1}+a_{j-1}=0$, so
\begin{equation}
a_j=-\frac{2j}{2j+1}\,a_{j-1}:\qquad a_1=-\frac23,\quad a_2=\frac8{15},\quad a_3=-\frac{16}{35}.
\end{equation}
Since $\Psi=-\frac12+\frac32f/\beta$,
\begin{equation}
\Psi=1-\beta^2+\frac45\beta^4-\frac{24}{35}\beta^6+\cdots .
\label{series}
\end{equation}
The ratio of successive terms tends to $-\beta^2$, so the series converges for $\beta<1$ and diverges for $\beta>1$.

\textbf{Q.} Does the energy have the same leading correction?

\textbf{A.} No. Integrating $dD/d\beta=2\beta^2(1-\beta^2/2+\cdots)$ gives $D=\frac23\beta^3-\frac15\beta^5+\cdots$, and so $\Phi=1-\frac32\cdot\frac49\beta^2+\cdots=1-\frac23\beta^2+\cdots$. The ratio of the two corrections, $\frac32$, follows from powers of the density. The nonrelativistic energy goes as $n^{4/3}$ and its correction as $n^{4/3}\beta^2\propto n^2$. Differentiation brings down $\frac43$ and 2, whose ratio is $\frac32$. In atomic units the leading correction to the potential is
\begin{equation}
\Delta v_x\simeq\frac{k_F}{\pi}\,\frac{k_F^2}{c^2}=\frac{3\pi n}{c^2},
\label{contact}
\end{equation}
which is repulsive and proportional to the local density.

\section{The change of sign}

\textbf{Q.} A negative $\Psi$ means a repulsive exchange potential. I thought exchange keeps electrons of like spin apart and so lowers their energy.

\textbf{A.} That picture concerns the Coulomb repulsion, and the Coulomb part of exchange does lower the energy here too. By (\ref{gauge}) and (\ref{charge}), the Coulomb-gauge split of (\ref{surface}) has the Coulomb part
\begin{equation}
\Psi_C=\frac1{4\pi\beta}\int\frac{d^3q}{\kappa^2}\left[1+\frac{1+\mathbf k_F\cdot\mathbf q}{E_{k_F}E_q}\right].
\end{equation}
The bracket is positive because $E_{k_F}E_q>|\mathbf k_F\cdot\mathbf q|$, so $\Psi_C>0$ at every density. The negative contribution comes from the transverse term, the retarded interaction of the transverse parts of the transition currents. This is not the plain magnetic term $-|\mathbf j|^2/\kappa^2$ built from the whole current, and the retardation $\omega^2$ in its denominator affects where the sign changes: without it $\Psi$ would still be $+0.10$ at $\beta=1.946$.

\textbf{Q.} Is the transverse term already important at small $\beta$?

\textbf{A.} It supplies most of the leading correction. To second order in the momenta,
\begin{equation}
\frac{1+\mathbf k\cdot\mathbf q}{E_kE_q}\simeq1+\mathbf k\cdot\mathbf q-\frac{k^2+q^2}2=1-\frac{\kappa^2}2 ,
\end{equation}
so the Coulomb integrand is $2/\kappa^2-\frac12$. Its first term gives the nonrelativistic value 1. The second gives $-\frac12\cdot\frac{4\pi}3\beta^3/(4\pi\beta)=-\beta^2/6$. As the total is $-\beta^2$, the transverse part must be $-\frac56\beta^2$.

\textbf{Q.} Where does the sign change, and does the energy change sign there too?

\textbf{A.} With $\beta\eta=\frac12\sinh2s$, equation (\ref{psi}) reads $\Psi=-\frac12+3s/\sinh2s$. This falls steadily from 1 to $-\frac12$, so it has one zero, found numerically at $\beta=1.946$. There the Coulomb part is still 0.848. By (\ref{psidef}) the zero of $\Psi$ is the maximum of $\beta^4\Phi$, where $e_x$ is most negative. The energy therefore changes sign at a higher density, at $\beta=2.533$. For $\beta\to\infty$, $D/\beta^2\to1$ and $\Phi$ also tends to $-\frac12$.

\section{A heavy-atom density}

\textbf{Q.} Do such values of $\beta$ occur in atoms?

\textbf{A.} Take a filled 1s shell with the nonrelativistic hydrogenic density $n(r)=(2Z^3/\pi)e^{-2Zr}$ and $Z=80$. This density is an illustration, not a realistic heavy atom. It omits the other shells, which in a nonrelativistic mercury atom supply half of the density at $Zr=2$ and nearly all of it at $Zr=4$, where they raise $\beta$ to about 0.37. It also omits the relativistic contraction of the orbital, which for $Z=80$ raises the density at the nucleus enough to carry $\beta$ past 1.946, where $\Psi$ is negative. With a nucleus of finite size the Dirac 1s shell has $\beta\approx2.8$ at the centre, but $\Psi$ is negative only for $Zr<0.11$, a region holding 0.4\% of the 1s charge. For the hydrogenic density at the nucleus
\begin{equation}
n=\frac{2\cdot80^3}{\pi}=3.26\times10^5\ \text{bohr}^{-3},\quad
k_F=212.9\ \text{bohr}^{-1},\quad \beta=\frac{212.9}{137.0}=1.554 .
\end{equation}
With $\eta=1.848$ and $\operatorname{arcsinh}\beta=1.224$,
\begin{equation}
\Psi=-0.5+\frac{1.5\times1.224}{1.554\times1.848}=0.14 .
\end{equation}
The potential drops in size from $-67.8$ to $-9.5$ hartree. Your shortcut, with $\Phi=0.30$ in place of $\Psi$, would leave more than twice as much. Further out, with potentials in hartree:

\begin{center}
\begin{tabular}{ccccccc}
$Zr$ & $\beta$ & $\Psi$ & $1-\beta^2$ & $\Psi_C$ & $-k_F/\pi$ & $v_x$\\
0 & 1.554 & 0.140 & $-1.414$ & 0.867 & $-67.8$ & $-9.5$\\
1 & 0.798 & 0.574 & 0.364 & 0.931 & $-34.8$ & $-20.0$\\
2 & 0.410 & 0.852 & 0.832 & 0.976 & $-17.9$ & $-15.2$\\
4 & 0.108 & 0.988 & 0.988 & 0.998 & $-4.7$ & $-4.7$
\end{tabular}
\end{center}

\textbf{Q.} The corrected potential is shallower at the nucleus than at $Zr=1$. Is that an error?

\textbf{A.} No. The depth of the potential is proportional to $\beta\Psi$, which grows like $\beta$ at low density and returns to zero at $\beta=1.946$. It has a maximum in between, at $\beta=0.80$ (here $Zr\approx1$), and the hydrogenic density at the nucleus lies beyond it. The truncated factor fails there altogether: it has the wrong sign, at a $\beta$ where the series (\ref{series}) diverges.

\textbf{Q.} The region near the nucleus is small. Does the failure matter for the orbital as a whole?

\textbf{A.} Average the correction $\Delta v_x=-(k_F/\pi)(\Psi-1)$ over the 1s orbital. For the leading form (\ref{contact}) this can be done by hand. With $|\psi|^2=n/2$,
\begin{equation}
\int|\psi|^4d^3r=\frac{Z^6}{\pi^2}\,4\pi\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi},
\end{equation}
\begin{equation}
\langle\Delta v_x\rangle\simeq\frac{6\pi}{c^2}\,\frac{Z^3}{8\pi}=\frac{3Z^3}{4c^2}=20.4\ \text{hartree}.
\end{equation}
The full factor gives 12.0 hartree, or about 330 eV. The leading form is thus too large by about 70\% of the full value. Both figures belong to this model density. A Dirac 1s shell with a finite nucleus gives about 17 hartree, with the leading form too large by a factor of 2.1; the full nonrelativistic density of mercury gives about 14 hartree.

\textbf{Q.} May I read 330 eV as the shift of a real 1s level?

\textbf{A.} No. It is the first-order effect of the relativistic correction $\Delta v_x$, not of the whole potential $v_x$, on a fixed model orbital. The local density approximation also requires the density to change little over the length $1/k_F$. For the hydrogenic 1s density the relative change is $|\nabla n|/(nk_F)=2Z/k_F$, which is $160/212.9=0.75$ at the nucleus and $160/14.8=10.8$ at $Zr=4$. Neither is small, though the second value belongs to the tail of an isolated 1s shell, which in a real atom is covered by the density of the outer shells. With the full nonrelativistic density of mercury the ratio is still about 1.3 at $Zr=1$ and 0.6 at $Zr=4$. Equation (\ref{psi}) is the first-order result for the uniform gas; its use in an atom is an approximation that the derivation does not control.

\section*{Computed results}
\begin{verbatim}
speed of light c = 137.0360 a.u.
largest kernel error, both gauges = 1.1e-15
largest error of Phi, double integral = 7.9e-14
largest error of Psi, density derivative = 3.7e-08
largest error of Psi, Fermi surface = 7.4e-14
Psi series coefficients, beta^0,2,4,6 = 1, -1, 4/5, -24/35
Phi series coefficient, beta^2 = -2/3
(Psi-1)/beta^2 at beta=0.05, full = -0.99800
(Psi-1)/beta^2 at beta=0.05, Coulomb part = -0.16631
Psi = 0 at beta = 1.9460, n = 6.4049e+05 bohr^-3
Phi = 0 at beta = 2.5332, n = 1.4129e+06 bohr^-3
Coulomb part of Psi at the zero of Psi = 0.8484
Example: filled hydrogenic 1s shell, Z = 80
Z r = 0: n = 3.2595e+05 bohr^-3, k_F = 212.907 bohr^-1
  beta = 1.5537, eta = 1.8477, arcsinh(beta) = 1.2242
  Phi = 0.3021, Psi = 0.1397, 1-beta^2 = -1.4139
  Coulomb part of Psi = 0.8672
  v_x nonrel = -67.770, v_x rel = -9.465 hartree
Z r = 1: n = 4.4112e+04 bohr^-3, k_F = 109.310 bohr^-1
  beta = 0.7977, eta = 1.2792, arcsinh(beta) = 0.7309
  Phi = 0.6895, Psi = 0.5744, 1-beta^2 = 0.3637
  Coulomb part of Psi = 0.9313
  v_x nonrel = -34.795, v_x rel = -19.986 hartree
Z r = 2: n = 5.9700e+03 bohr^-3, k_F = 56.122 bohr^-1
  beta = 0.4095, eta = 1.0806, arcsinh(beta) = 0.3989
  Phi = 0.8983, Psi = 0.8520, 1-beta^2 = 0.8323
  Coulomb part of Psi = 0.9756
  v_x nonrel = -17.864, v_x rel = -15.220 hartree
Z r = 4: n = 1.0934e+02 bohr^-3, k_F = 14.794 bohr^-1
  beta = 0.1080, eta = 1.0058, arcsinh(beta) = 0.1077
  Phi = 0.9923, Psi = 0.9885, 1-beta^2 = 0.9883
  Coulomb part of Psi = 0.9981
  v_x nonrel = -4.709, v_x rel = -4.655 hartree
1s average of v_x correction, full = 11.962 hartree = 325.5 eV
1s average, leading order = 20.449 hartree = 556.4 eV
ratio leading/full = 1.709
\end{verbatim}
